# Jacobi iteration of two induced dipoles and the polarization catastrophe

## Problem

Two point sites are held at a distance $r$. Site $i$ has an isotropic, linear, static polarizability $\alpha_i>0$, and $\mathbf E_i$ is the external field there. Each site is also polarized by the dipole on the other, so the induced dipoles obey

$$
\boldsymbol\mu_1=\alpha_1(\mathbf E_1+G\boldsymbol\mu_2),\qquad
\boldsymbol\mu_2=\alpha_2(\mathbf E_2+G\boldsymbol\mu_1),
$$

where $G\boldsymbol\mu$ is the field that a dipole $\boldsymbol\mu$ on one site produces at the other. In Jacobi iteration both old dipoles are inserted on the right, and both new ones are read off on the left.

1. Find the spectral radius of the iteration, that is, the largest modulus among the eigenvalues of the matrix that carries the error from one step to the next.
2. For which $r$ does the iteration converge for every field and every starting guess?
3. As the sites approach from far away, the polarization energy at some distance ceases to have a strict minimum as a function of the dipoles. This is the polarization catastrophe. How is that distance related to the answer to question 2?

Use polarizability volumes $a_i=\alpha_i/(4\pi\varepsilon_0)$. For numbers, take the round model values $a_1=0.001\ \mathrm{nm^3}$ and $a_2=0.004\ \mathrm{nm^3}$, with a uniform field $E=10^9\ \mathrm{V/m}$ along the line joining the sites.

## A tempting but wrong solution

The coupling is strongest for dipoles along the axis, where a dipole $\mu$ produces the field $2\mu/(4\pi\varepsilon_0r^3)$ at the other site. Let $e_1,e_2$ be the axial errors of the current dipoles. The external field cancels when the exact equations are subtracted from the iteration, leaving

$$
e_1'=\frac{2a_1}{r^3}\,e_2,\qquad e_2'=\frac{2a_2}{r^3}\,e_1 .
$$

With $a_{\max}$ the larger of the two volumes,

$$
e_1'^2+e_2'^2\le\left(\frac{2a_{\max}}{r^3}\right)^2(e_1^2+e_2^2).
$$

Equality is reached when the error sits on the less polarizable site. The argument then concludes that the spectral radius is $2a_{\max}/r^3$, and that the iteration diverges once $r^3<2a_{\max}$. For the model values the threshold would be $r=(0.008)^{1/3}=0.20$ nm.

## Where it fails

The inequality is correct, but the conclusion does not follow. The quantity $2a_{\max}/r^3$ is the largest amplification possible in one step, which is a norm of the iteration matrix. If it is below 1, the iteration converges. If it is above 1, nothing has been decided, because the worst error need not be worst again in the next step.

Here it cannot be, when the volumes differ. An error on site 1 moves entirely to site 2, multiplied by $2a_2/r^3$. The next step sends it back, multiplied by $2a_1/r^3$. At $r=0.18$ nm, where $r^3=0.005832\ \mathrm{nm^3}$, the two factors are

$$
\frac{0.008}{0.005832}=1.372,\qquad \frac{0.002}{0.005832}=0.343 .
$$

The error first grows to 1.372 times its initial size, and after the second step it is down to 0.470 times that size. The iteration converges at a distance where the tempting argument predicts divergence. The two criteria agree when $a_1=a_2$, so a trial with identical sites would not reveal the fault.

## Right solution

### The coupling and its three directions

The potential of a dipole $\mathbf p$ at displacement $\mathbf R=R\mathbf n$ is $\mathbf p\cdot\mathbf R/(4\pi\varepsilon_0R^3)$. Its negative gradient is the field

$$
\mathbf E=-\frac{1}{4\pi\varepsilon_0}\left[\frac{\mathbf p}{R^3}-\frac{3(\mathbf p\cdot\mathbf R)\mathbf R}{R^5}\right]
=\frac{3\mathbf n(\mathbf n\cdot\mathbf p)-\mathbf p}{4\pi\varepsilon_0R^3}.
$$

Hence

$$
G=\frac{3\mathbf n\mathbf n^{\mathsf T}-1}{4\pi\varepsilon_0r^3}.
$$

Replacing $\mathbf n$ by $-\mathbf n$ changes nothing, so the same $G$ serves in both directions. Acting on $\mathbf n$ it gives the eigenvalue $2/(4\pi\varepsilon_0r^3)$. Acting on either of two perpendicular directions it gives $-1/(4\pi\varepsilon_0r^3)$. Write each eigenvalue as $g=t/(4\pi\varepsilon_0)$, with $t=2/r^3$ or $t=-1/r^3$.

Because the polarizabilities are isotropic, dipoles along one of these directions never excite another. The $6\times6$ iteration matrix $B$ therefore splits into three $2\times2$ blocks. Using $\alpha_ig=a_it$, each block is

$$
B_t=\begin{pmatrix}0&a_1t\\a_2t&0\end{pmatrix},\qquad
\det(\lambda-B_t)=\lambda^2-a_1a_2t^2 .
$$

The eigenvalues are $\lambda=\pm\sqrt{a_1a_2}\,|t|$. The axial pair is $\pm2\sqrt{a_1a_2}/r^3$, and the two transverse pairs are each $\pm\sqrt{a_1a_2}/r^3$. The largest modulus is

$$
\boxed{\rho=\frac{2\sqrt{a_1a_2}}{r^3}=\frac{\sqrt{\alpha_1\alpha_2}}{2\pi\varepsilon_0r^3}}
$$

The geometric mean of the polarizabilities appears, not the larger one, because an error must visit both sites before it returns.

### When the iteration converges

Squaring a block gives

$$
B_t^2=\begin{pmatrix}a_1a_2t^2&0\\0&a_1a_2t^2\end{pmatrix}=\lambda^2\,\mathbf 1 .
$$

An error in a given direction is thus multiplied by exactly $\lambda^2$ in every two steps, whatever its distribution over the sites. For axial errors this factor is $\rho^2$.

If $\rho<1$, then 1 is not an eigenvalue of $B$. The dipole equations have a unique solution, and every error shrinks to zero. If $\rho\ge1$, there are two possibilities. Either a solution exists, and a start displaced from it by an axial error does not converge to it, nor to anything else unless that error happens to be an eigenvector with eigenvalue 1. To exclude this exception, choose the displacement along the eigenvector with eigenvalue $-\rho$: it changes sign at each step and does not shrink. Or no solution exists, and then there can be no limit, since a limit would satisfy the equations. Convergence for every field and every start therefore requires $\rho<1$, which means

$$
r>r_c,\qquad r_c=(4a_1a_2)^{1/6},\qquad \rho=\left(\frac{r_c}{r}\right)^3 .
$$

### The energy loses its minimum at the same distance

For linear sites, the energy as a function of freely chosen dipoles is

$$
U=\frac{\mu_1^2}{2\alpha_1}+\frac{\mu_2^2}{2\alpha_2}-\boldsymbol\mu_1\cdot G\boldsymbol\mu_2-\boldsymbol\mu_1\cdot\mathbf E_1-\boldsymbol\mu_2\cdot\mathbf E_2 .
$$

The first two terms are the cost of polarizing the sites. The third is the dipole interaction, counted once. Setting the derivative with respect to $\boldsymbol\mu_1$ to zero gives $\boldsymbol\mu_1/\alpha_1-G\boldsymbol\mu_2-\mathbf E_1=0$, which is the first dipole equation, and the second follows in the same way.

Whether the stationary point is a minimum is decided by the second derivatives. They split into the same three directions:

$$
H_g=\begin{pmatrix}1/\alpha_1&-g\\-g&1/\alpha_2\end{pmatrix},\qquad
\det H_g=\frac{1}{\alpha_1\alpha_2}-g^2=\frac{1-\lambda^2}{\alpha_1\alpha_2}.
$$

The last form uses $\alpha_1\alpha_2g^2=a_1a_2t^2=\lambda^2$. The trace is positive, so both curvatures are positive exactly when the determinant is, that is, when $\lambda^2<1$. The axial direction has the largest $\lambda^2$ and fails first. A strict minimum exists if and only if $\rho<1$. This answers question 3: within this model, the catastrophe and the onset of Jacobi divergence are at the same $r_c$.

For the model values, $4a_1a_2=1.6\times10^{-5}\ \mathrm{nm^6}$ and $r_c=0.15874$ nm. Two separate numerical searches, one for the vanishing of the lowest energy curvature and one for the distance at which the change of the iterates no longer shrinks over two steps, both give this value.

### The response near the catastrophe

For a uniform axial field, let $\tau=2/r^3$. The equations are

$$
\mu_1=\alpha_1E+a_1\tau\mu_2,\qquad \mu_2=\alpha_2E+a_2\tau\mu_1 .
$$

Inserting the second into the first gives

$$
(1-a_1a_2\tau^2)\mu_1=\alpha_1E+a_1\tau\alpha_2E .
$$

Here $a_1a_2\tau^2=\rho^2$ and $a_1\alpha_2=4\pi\varepsilon_0a_1a_2$, so

$$
\mu_1=4\pi\varepsilon_0E\,\frac{a_1+a_1a_2\tau}{1-\rho^2},\qquad
\mu_2=4\pi\varepsilon_0E\,\frac{a_2+a_1a_2\tau}{1-\rho^2}.
$$

The second follows by exchanging the labels. The total axial polarizability volume is the sum divided by $4\pi\varepsilon_0E$:

$$
a_\parallel=\frac{a_1+a_2+4a_1a_2/r^3}{1-4a_1a_2/r^6}.
$$

At large $r$ it tends to $a_1+a_2$, with a leading correction $4a_1a_2/r^3$ from each site polarizing the other. As $r\to r_c$ the numerator tends to $(\sqrt{a_1}+\sqrt{a_2})^2$, while the denominator vanishes. With $\delta=(r-r_c)/r_c$ small and positive, $1-\rho^2=1-(1+\delta)^{-6}\approx6\delta$, so the response grows as $1/\delta$.

The computing effort grows in the same way. Over an even number of steps $k$ the relative error of a zero start is $\rho^k$ for an axial field. Reaching a relative error $\epsilon$ needs

$$
k\ge\frac{\ln(1/\epsilon)}{-\ln\rho}=\frac{\ln(1/\epsilon)}{3\ln(1+\delta)}\approx\frac{\ln(1/\epsilon)}{3\delta}.
$$

## The numbers above $r_c$

At $r=0.20$ nm, $r^3=0.008\ \mathrm{nm^3}$. The two transfer factors are $2a_1/r^3=0.25$ and $2a_2/r^3=1$, and $\rho=\sqrt{0.25\times1}=0.5$. In units of $10^{-31}$ C m, the first step from zero gives $\alpha_1E=1.11265$ and $\alpha_2E=4.45060$. The second gives

$$
\mu_1=1.11265+0.25\times4.45060=2.22530,
$$

$$
\mu_2=4.45060+1\times1.11265=5.56325 .
$$

Dividing these two values by $1-\rho^2=0.75$ gives the solution, 2.96707 and 7.41767. The errors relative to the norm of that solution are 1, 0.438, 0.250, 0.109 and 0.0625 for steps 0 to 4. Single steps reduce the error unevenly, while each pair reduces it by a factor of four. The tempting argument called this distance marginal.

Closer in, the response and the number of steps rise together. The steps below are the smallest even number that brings the relative error to $10^{-6}$.

| $r$ (nm) | $\rho$ | steps | $a_\parallel$ (nm³) |
|---|---|---|---|
| 0.300 | 0.148 | 8 | 0.00572 |
| 0.200 | 0.500 | 20 | 0.00933 |
| 0.180 | 0.686 | 38 | 0.01462 |
| 0.165 | 0.890 | 120 | 0.04134 |
| 0.160 | 0.977 | 584 | 0.19225 |

In the last row $\delta=0.0079$, and the approximate law gives about 580 steps.

## At $r_c$ and below

**At $r_c$** the axial block satisfies $B_t^2=\mathbf 1$. Let $s=(\alpha_1E_1,\alpha_2E_2)$ be the axial source. From a zero start, the iterate after $2m$ steps is

$$
\mu(2m)=\sum_{j=0}^{2m-1}B_t^{\,j}s=m(1+B_t)s .
$$

Since $\tau=1/\sqrt{a_1a_2}$ at this distance, $a_1\tau\alpha_2=\sqrt{a_1/a_2}\,\alpha_2=\sqrt{\alpha_1\alpha_2}$. In a uniform field, site $i$ therefore gains $(\alpha_i+\sqrt{\alpha_1\alpha_2})E$ in every two steps. For the model values this is $3.338$ and $6.676$, in units of $10^{-31}$ C m. The growth is linear, not exponential. If instead $\sqrt{\alpha_1}E_1=-\sqrt{\alpha_2}E_2\ne0$, then $B_ts=-s$, and the iterates alternate between $0$ and $s$. They stay bounded but do not converge.

**Below $r_c$** the equations have a unique solution again, except at $r=(a_1a_2)^{1/6}$, where the transverse eigenvalues reach $\pm1$. At $r=0.15$ nm, $\rho=1.185$. A direct solution in the uniform axial field gives $\mu_1=-9.267$ and $\mu_2=-17.516$, in units of $10^{-31}$ C m. Both dipoles point against the field, and $a_\parallel=-0.0241\ \mathrm{nm^3}$. One energy curvature is negative, so this stationary point is a saddle and not a stable polarized state. A linear solver that returns these dipoles without complaint has solved the equations, but its answer is an unstable equilibrium, not a stable one.

The iteration moves away from this solution. From a zero start, $\mu_1$ is 41.4 after 10 steps and 267.9 after 20, in the same units. Measured from the solution, these are 50.7 and 277.1. Their ratio, 5.47, is $\rho^{10}$.

**A transverse field** with a transverse start is a special case. It leaves the axial direction unexcited, and its convergence factor is $\sqrt{a_1a_2}/r^3$, which is 0.593 at 0.15 nm. In exact arithmetic the iteration then converges down to $r=(a_1a_2)^{1/6}=0.126$ nm, although the energy already has no minimum. Any small axial error would grow by $\rho^2$ in every two steps, which is why the condition in question 2 speaks of every field and every start.

**Damping the iteration** (under-relaxation) does not remove the limit. If only a fixed fraction $\omega$ of each Jacobi change is accepted, the error matrix becomes $1-\omega(1-B)$. Its axial eigenvalues are

$$
1+\omega(\rho-1)\qquad\text{and}\qquad 1-\omega(1+\rho).
$$

For $\rho>1$, the first exceeds 1 when $\omega>0$, the second exceeds 1 when $\omega<0$, and $\omega=0$ changes nothing.

## When the two thresholds coincide

The two thresholds ask different questions of $B$. Let $A$ be the diagonal matrix of polarizabilities and $\mathcal G$ the matrix of all couplings between sites, so that $B=A\mathcal G$. The symmetric matrix $S=A^{1/2}\mathcal GA^{1/2}=A^{-1/2}BA^{1/2}$ has the same eigenvalues as $B$, and the energy curvature matrix is

$$
A^{-1}-\mathcal G=A^{-1/2}(1-S)A^{-1/2}.
$$

The energy has a minimum when the largest signed eigenvalue is below 1. Jacobi iteration needs every eigenvalue to lie between $-1$ and $1$. The two conditions coincide whenever the largest signed eigenvalue equals the largest modulus. For two sites this holds because the eigenvalues come in pairs $\pm\lambda$. It also holds for any number of sites on one line. There the axial block $S_\parallel$ has the entries $2\sqrt{a_ia_j}/r_{ij}^3$ off the diagonal and zero on it, none negative. Replacing each component of a vector $x$ by its modulus therefore cannot lower $|x^{\mathsf T}S_\parallel x|$, so the largest eigenvalue of $S_\parallel$ is also its largest modulus. Each transverse block is $-S_\parallel/2$ and has smaller moduli. In other geometries the two conditions can differ.

Three equal sites of volume $a$ at the corners of an equilateral triangle of side $s$ separate them. Take unit dipoles $\mathbf u_i$ in the plane, all pointing outward or all running around the triangle. The mirror line through each corner preserves the first pattern and reverses the second, so the field at a corner is parallel to its dipole, and each pattern is an eigenvector. With two neighbours per site, its eigenvalue is

$$
\lambda=\frac{2a}{s^3}\left[3(\mathbf u_i\cdot\mathbf n)(\mathbf u_j\cdot\mathbf n)-\mathbf u_i\cdot\mathbf u_j\right],\qquad \mathbf u_i\cdot\mathbf u_j=-\tfrac12 .
$$

For outward dipoles the projections on the side are $-\sqrt3/2$ and $\sqrt3/2$, which gives $\lambda=-7a/(2s^3)$. For circulating dipoles both are $1/2$, or both $-1/2$, which gives $\lambda=5a/(2s^3)$. Numerical diagonalization of all nine modes confirms that these two set the thresholds. For $a=0.001\ \mathrm{nm^3}$, Jacobi iteration fails below $s=0.1518$ nm, but the catastrophe comes only at $0.1357$ nm. At $s=0.145$ nm the energy still has a minimum while the spectral radius is 1.148. Damping with $\omega=0.8$ lowers it to 0.856 and restores convergence. Divergence of the iteration is then a fault of the solver, and not a sign of the catastrophe.

## What the catastrophe means physically

The divergence belongs to the model of linear point dipoles. A conducting sphere of radius $R$ has polarizability volume $R^3$. Two such spheres touch at $r=R_1+R_2\ge2\sqrt{R_1R_2}$, whereas $r_c=2^{1/3}\sqrt{R_1R_2}$ is smaller. For them the catastrophe would lie where the spheres already overlap, and the point-dipole field no longer describes the interaction. Spheres with the model volumes have radii 0.100 and 0.159 nm and touch at 0.259 nm, so every row of the table except the first lies inside the overlap. Even before contact the point-dipole formula is too low, because it omits higher multipoles: at 0.300 nm two neutral conducting spheres have $a_\parallel=0.00581\ \mathrm{nm^3}$ instead of 0.00572. For molecules, too, separations comparable with $a_i^{1/3}$ call for the finite extent of the charge clouds, higher multipoles and nonlinear response, all omitted here. Polarizable force fields account for the finite extent by damping $G$ itself at short range (Thole damping). This changes the model rather than the solver, and unlike under-relaxation it can remove the two-site catastrophe. The numerical output below gives the values used above to more digits.

## Numbers as computed

```
polarizability volumes a1, a2 (nm^3): 0.001 0.004
alpha1, alpha2 (C m^2/V): 1.11265e-40 4.45060e-40
uniform axial field (V/m): 1.0e+09
r_c from formula (nm): 0.158740
r_c from energy curvature (nm): 0.158740
r_c from growth of iterates (nm): 0.158740
transverse critical distance (nm): 0.125992
random pairs tested, of which stable: 200 104
r = 0.20 nm: spectral radius = 0.500000
step, mu1, mu2 (1e-31 C m), relative error:
   0   0.00000   0.00000 1.000e+00
   1   1.11265   4.45060 4.380e-01
   2   2.22530   5.56325 2.500e-01
   3   2.50346   6.67590 1.095e-01
   4   2.78163   6.95406 6.250e-02
   5   2.85117   7.23223 2.737e-02
   6   2.92071   7.30177 1.563e-02
  20   2.96706   7.41766 9.537e-07
  direct solution 2.96707 7.41767
r (nm), rho, even steps to error 1e-6, axial volume (nm^3):
  0.300 0.14815    8 0.005718
  0.200 0.50000   20 0.009333
  0.180 0.68587   38 0.014622
  0.165 0.89045  120 0.041341
  0.160 0.97656  584 0.192253
r = 0.18 nm, error on site 1: after 1 and 2 steps times 1.37174 0.47042
at r_c, gain per two steps mu1, mu2 (1e-31 C m): 3.33795 6.67590
r = 0.15 nm: spectral radius = 1.18519
  direct solution mu1, mu2 (1e-31 C m): -9.26705 -17.51575
  iterate 10 mu1, mu2 (1e-31 C m): 41.409 78.268
  iterate 20 mu1, mu2 (1e-31 C m): 267.852 506.269
  iterate 40 mu1, mu2 (1e-31 C m): 8277.599 15645.571
  axial polarizability volume (nm^3): -0.024071
  negative energy curvatures (count): 1
lowest curvature at 0.20 and 0.15 nm (J C^-2 m^-2): 1.5666e+39 -6.8555e+38
  transverse convergence factor at 0.15 nm: 0.59259
triangle, a = 0.001 nm^3: Jacobi limit (nm) 0.151829, catastrophe (nm) 0.135721
triangle side 0.145 nm: radius plain 1.14806, damped with omega 0.8: 0.85603
```
